# The desorption barrier behind a first-order peak at 500 K: a numerical check

```python
# Result under test: for first-order desorption during linear heating, the rate
# peaks at temperature Tp when E/(k Tp^2) = (nu/beta) exp(-E/(k Tp)), hence
# E = k Tp W(nu Tp/beta), where W is the Lambert function.
# E: desorption barrier (eV), k: Boltzmann constant (eV/K), nu: prefactor (1/s),
# beta: heating rate (K/s), x = E/(k Tp), theta: coverage (monolayers).
# The independent road integrates the coverage and searches for the rate maximum.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

KB = const.k / const.e
NU, BETA, TP = 1.0e13, 1.0, 500.0
THETA0 = 0.5
T_START, T_END = 350.0, 600.0


def locate_maximum(function):
    """Temperature of the largest value: coarse scan, then refinement."""
    grid = np.linspace(400.0, 580.0, 91)
    best = grid[np.argmax([function(T) for T in grid])]
    found = minimize_scalar(lambda T: -function(T), method="bounded",
                            bounds=(best - 2.0, best + 2.0),
                            options={"xatol": 1e-7})
    return found.x


def simulate(barrier, prefactor=NU, repulsion=0.0, power=0.0):
    """Integrate ln(theta) over temperature; return peak T and coverage there."""
    def rate_constant(T, log_theta):
        energy = barrier - repulsion * np.exp(log_theta)
        return prefactor * (T / TP)**power * np.exp(-energy / (KB * T))

    run = solve_ivp(lambda T, y: -rate_constant(T, y) / BETA,
                    (T_START, T_END), [np.log(THETA0)], method="DOP853",
                    rtol=1e-10, atol=1e-11, max_step=2.0, dense_output=True)
    assert run.success

    def log_rate(T):
        log_theta = run.sol(T)[0]
        return log_theta + np.log(rate_constant(T, log_theta))

    peak = locate_maximum(log_rate)
    return peak, float(np.exp(run.sol(peak)[0]))


def barrier_from_simulation(low, high, target=TP, **options):
    """Barrier whose simulated rate maximum falls at the target temperature."""
    return brentq(lambda E: simulate(E, **options)[0] - target,
                  low, high, xtol=1e-9)


def barrier_from_formula(prefactor=NU):
    return KB * TP * lambertw(prefactor * TP / BETA).real


# Main result: formula against simulation
L = np.log(NU * TP / BETA)
E_formula = barrier_from_formula()
x = E_formula / (KB * TP)
E_simulated = barrier_from_simulation(1.3, 1.5)
assert abs(E_formula - E_simulated) < 1e-5
assert round(E_simulated, 2) == 1.41

# Hand iteration x_new = L - ln(x_old)
iterates = [30.0]
for _ in range(4):
    iterates.append(L - np.log(iterates[-1]))
E_iterated = KB * TP * iterates[-1]
assert abs(E_iterated - E_simulated) < 1e-5

# Redhead estimate, and the peak that a barrier of 1.40 eV really gives
E_redhead = KB * TP * (L - 3.64)
assert round(E_redhead, 2) == 1.40
assert E_simulated - E_redhead > 0.005
peak_140, _ = simulate(1.40)
assert peak_140 < TP - 1.0

# State of the surface at the peak
peak_main, theta_peak = simulate(E_formula)
fraction_left = theta_peak / THETA0
fraction_estimate = np.exp(-1.0 + 2.0 / x)
# the first omitted term, 6/x^2 in the exponent, changes the fraction by 0.002
assert abs(fraction_left - fraction_estimate) < 0.003
rate_constant_peak = NU * np.exp(-E_simulated / (KB * TP))
assert abs(rate_constant_peak / (BETA * x / TP) - 1.0) < 1e-3

# Sensitivity to peak temperature and to prefactor
slope_T = KB * x * (x + 2.0) / (x + 1.0)
slope_simulated = (barrier_from_simulation(1.3, 1.5, target=505.0)
                   - barrier_from_simulation(1.3, 1.5, target=495.0)) / 10.0
assert abs(slope_T / slope_simulated - 1.0) < 1e-3
slope_nu = KB * TP * x / (x + 1.0)
E_nu15 = barrier_from_simulation(1.5, 1.7, prefactor=1e15)
assert abs(E_nu15 - barrier_from_formula(1e15)) < 1e-5
# the slope itself varies slightly over two decades of prefactor
assert abs((E_nu15 - E_simulated) / (slope_nu * np.log(100.0)) - 1.0) < 0.01

# Repulsion between adsorbates: barrier E0 - w*theta
W_REP = 0.10
E0_rep = barrier_from_simulation(1.3, 1.6, repulsion=W_REP)
T_rep, theta_rep = simulate(E0_rep, repulsion=W_REP)
E_local = E0_rep - W_REP * theta_rep
left_side = E_local / (KB * T_rep**2)
right_side = (NU / BETA * np.exp(-E_local / (KB * T_rep))
              * (1.0 + W_REP * theta_rep / (KB * T_rep)))
assert abs(left_side / right_side - 1.0) < 1e-3

# Prefactor proportional to T, equal to NU at the peak
E_power = barrier_from_simulation(1.3, 1.5, power=1.0)
shift_power = E_power - E_simulated
assert abs(shift_power + KB * TP / (x + 1.0)) < 5e-5

# Readsorption and pumping delay: surface coupled to the gas in the chamber
VOLUME, PUMP, AREA = 0.050, 0.200, 1.0e-4        # m^3, m^3/s, m^2
GAS_MASS, GAS_T = 28.0 * const.atomic_mass, 300.0
mean_speed = np.sqrt(8.0 * const.k * GAS_T / (np.pi * GAS_MASS))
capture = AREA * mean_speed / 4.0 / PUMP         # surface uptake / pump uptake
pump_time = VOLUME / PUMP


def chamber(t, state):
    theta, gas = state
    desorbed = NU * np.exp(-E_formula / (KB * (T_START + BETA * t))) * theta
    return [-desorbed + capture * gas / pump_time,
            desorbed - (1.0 + capture) * gas / pump_time]


run = solve_ivp(chamber, (0.0, (T_END - T_START) / BETA), [THETA0, 0.0],
                method="DOP853", rtol=1e-10, atol=1e-14, max_step=0.5,
                dense_output=True)
assert run.success
pressure_peak = locate_maximum(lambda T: run.sol((T - T_START) / BETA)[1])
delay = pressure_peak - peak_main
delay_readsorb = slope_nu * np.log(1.0 + capture) / slope_T
delay_pump = BETA * pump_time / (1.0 + capture)
# both estimates are leading order in small quantities
assert abs(delay - delay_readsorb - delay_pump) < 0.05

print(f"Prefactor: {NU:.1e} 1/s")
print(f"Heating rate: {BETA:.1f} K/s")
print(f"Peak temperature: {TP:.1f} K")
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"k Tp: {KB * TP:.6f} eV")
print(f"L = ln(nu Tp/beta): {L:.4f} (no unit)")
for n, value in enumerate(iterates):
    print(f"Hand iteration x{n}: {value:.4f} (no unit)")
print(f"Root x from Lambert function: {x:.4f} (no unit)")
print(f"ln x at the root: {np.log(x):.4f} (no unit)")
print(f"Barrier from formula: {E_formula:.4f} eV")
print(f"Barrier from simulation: {E_simulated:.4f} eV")
print(f"Barrier, converted: {E_formula * const.e * const.N_A / 1e3:.1f} kJ/mol")
print(f"Redhead estimate with 3.64: {E_redhead:.4f} eV")
print(f"Formula minus Redhead: {1e3 * (E_formula - E_redhead):.2f} meV")
print(f"Simulated peak for barrier 1.40 eV: {peak_140:.2f} K")
print(f"Rate constant at peak: {rate_constant_peak:.4f} 1/s")
print(f"Fraction left at peak, simulated: {fraction_left:.4f} (no unit)")
print(f"Fraction left, exp(-1+2/x): {fraction_estimate:.4f} (no unit)")
print(f"dE/dTp: {1e3 * slope_T:.3f} meV/K")
print(f"dE per decade of prefactor: {1e3 * slope_nu * np.log(10):.1f} meV")
print(f"Barrier if prefactor is 1e15 1/s: {E_nu15:.4f} eV")
print(f"Error from 5 K in temperature: {5e3 * slope_T:.1f} meV")
print(f"Repulsion w: {W_REP:.2f} eV per monolayer")
print(f"Initial coverage: {THETA0:.2f} monolayer")
print(f"Zero-coverage barrier with repulsion: {E0_rep:.4f} eV")
print(f"Coverage at peak with repulsion: {theta_rep:.4f} monolayer")
print(f"Local barrier at peak with repulsion: {E_local:.4f} eV")
print(f"Shift from repulsion: {1e3 * (E0_rep - E_simulated):.1f} meV")
print(f"Shift if prefactor grows as T: {1e3 * shift_power:.2f} meV")
print(f"Chamber volume: {1e3 * VOLUME:.0f} litre")
print(f"Pumping speed: {1e3 * PUMP:.0f} litre/s")
print(f"Sample area: {1e4 * AREA:.1f} cm2")
print(f"Mean gas speed (28 u, 300 K): {mean_speed:.1f} m/s")
print(f"Surface uptake / pump uptake: {capture:.4f} (no unit)")
print(f"Pumping time: {pump_time:.3f} s")
print(f"Pressure peak delay, simulated: {delay:.3f} K")
print(f"Delay estimate, readsorption: {delay_readsorb:.3f} K")
print(f"Delay estimate, pumping: {delay_pump:.3f} K")
print(f"Barrier error from this delay: {1e3 * slope_T * delay:.2f} meV")
print("every check passed")
```

Running it gives:

```
Prefactor: 1.0e+13 1/s
Heating rate: 1.0 K/s
Peak temperature: 500.0 K
Boltzmann constant: 8.617333e-05 eV/K
k Tp: 0.043087 eV
L = ln(nu Tp/beta): 36.1482 (no unit)
Hand iteration x0: 30.0000 (no unit)
Hand iteration x1: 32.7470 (no unit)
Hand iteration x2: 32.6594 (no unit)
Hand iteration x3: 32.6621 (no unit)
Hand iteration x4: 32.6620 (no unit)
Root x from Lambert function: 32.6620 (no unit)
ln x at the root: 3.4862 (no unit)
Barrier from formula: 1.4073 eV
Barrier from simulation: 1.4073 eV
Barrier, converted: 135.8 kJ/mol
Redhead estimate with 3.64: 1.4007 eV
Formula minus Redhead: 6.63 meV
Simulated peak for barrier 1.40 eV: 497.48 K
Rate constant at peak: 0.0653 1/s
Fraction left at peak, simulated: 0.3891 (no unit)
Fraction left, exp(-1+2/x): 0.3911 (no unit)
dE/dTp: 2.898 meV/K
dE per decade of prefactor: 96.3 meV
Barrier if prefactor is 1e15 1/s: 1.6002 eV
Error from 5 K in temperature: 14.5 meV
Repulsion w: 0.10 eV per monolayer
Initial coverage: 0.50 monolayer
Zero-coverage barrier with repulsion: 1.4464 eV
Coverage at peak with repulsion: 0.2190 monolayer
Local barrier at peak with repulsion: 1.4245 eV
Shift from repulsion: 39.1 meV
Shift if prefactor grows as T: -1.26 meV
Chamber volume: 50 litre
Pumping speed: 200 litre/s
Sample area: 1.0 cm2
Mean gas speed (28 u, 300 K): 476.3 m/s
Surface uptake / pump uptake: 0.0595 (no unit)
Pumping time: 0.250 s
Pressure peak delay, simulated: 1.070 K
Delay estimate, readsorption: 0.834 K
Delay estimate, pumping: 0.236 K
Barrier error from this delay: 3.10 meV
every check passed
```
